# Linear-response U as a screened Hartree-exchange-correlation kernel, part 2

The linear-response Hubbard $U$ is found by adding $\sum_J\alpha_JP_J$ to the Hamiltonian of a gapped, collinear Kohn-Sham state and measuring the changes $\delta n$ of $m$ listed occupations $n_I$. The problem is to identify which screened interaction this gives. The algebra uses atomic units; the example uses eV.

Vectors live on the $N$ occupied-empty orbital pairs $\mu$. A density change is $\rho$, with $\delta n=p^T\rho$; the independent columns of $p$ hold the pair elements of the fixed projectors $P_I$. The bare response $\chi^0$ (frozen potential, "one-shot") is symmetric and negative definite, $\chi$ is the self-consistent response, and $K$ is the symmetric Hartree-exchange-correlation (Hxc) kernel. Stability means that $M=-\chi^{-1}$ is positive definite. The second-order energy is $E_2=\tfrac12\rho^TM\rho$, and $\chi_{HH}=p^T\chi p$.

$$U=(\chi^0_{HH})^{-1}-(\chi_{HH})^{-1}.\tag{1}$$

$$\chi^0_{HH}=p^T\chi^0p.\tag{3}$$

$$\chi^{-1}=(\chi^0)^{-1}-K,\qquad\chi=\chi^0+\chi^0K\chi,\tag{5}$$

$$\min_{p^T\rho=\delta n}E_2=\tfrac12\,\delta n^T\left(-\chi_{HH}^{-1}\right)\delta n.\tag{7}$$

$$D=\chi^0p\,(\chi^0_{HH})^{-1},\tag{8}$$

$$\chi^0=D\,\chi^0_{HH}D^T+\chi^0_R.\tag{9}$$

The columns $d_I$ of $D$ are neutral density modes. Part I showed that $U=D^TWD$, with

$$W=K+K\chi^0_RW.\tag{16}$$

$$U=K_{HH}+(KD)^T\chi_R\,(KD),\qquad K_{HH}=D^TKD.\tag{18}$$

Here $\chi_R=(1-\chi^0_RK)^{-1}\chi^0_R$ is the interacting response at fixed $n_I$. The one-shot route to $K_{HH}$ is $K_{HH}=(\chi^0_{HH})^{-1}\,p^T\chi^0K\chi^0p\,(\chi^0_{HH})^{-1}$.

For symmetric $X$ with inverse $G$, in blocks $H$ and $R$, $X_{RH}=-G_{RR}^{-1}G_{RH}X_{HH}$ and

$$X_{HH}^{-1}=G_{HH}-G_{HR}G_{RR}^{-1}G_{RH},\tag{19}$$

Complete $p$ to an invertible basis $B=[p,q]$, with $c=B^T\chi^0B$, $A=c^{-1}$ and $k=B^{-1}KB^{-T}$. Then $X=B^T\chi B$ has inverse $A-k$. If $q^T\chi^0p=0$, then $A_{HR}=0$, $B^{-T}=[D,E]$, $k_{HH}=K_{HH}$, $\chi_R=EgE^T$ and

$$U=K_{HH}+k_{HR}\,g\,k_{RH},\qquad g=\left(c_{RR}^{-1}-k_{RR}\right)^{-1}.\tag{20}$$

## Sign of the screening

The matrix $-g^{-1}=E^TME$ is positive definite, because $M$ is and the columns of $E$ are independent. Hence $g$ is negative definite, $\chi_R$ is negative semidefinite, and $K_{HH}-U=-k_{HR}gk_{RH}$ is positive semidefinite. The energy gives the same result. The trial density $D\delta n$ satisfies the constraint, and $D^T(\chi^0)^{-1}D=(\chi^0_{HH})^{-1}$ by (8) and (3), so its energy is $\tfrac12\delta n^T[-(\chi^0_{HH})^{-1}+K_{HH}]\delta n$. This cannot lie below the constrained minimum $-\tfrac12\delta n^T\chi_{HH}^{-1}\delta n$, which gives $\delta n^T(K_{HH}-U)\delta n\ge0$. The inequality bounds every diagonal element, $U_{II}\le(K_{HH})_{II}$. It fixes no sign for the change of an off-diagonal element, and it does not make $U$ positive.

Equation (20) also shows the limits. For weak $K$, $U=K_{HH}+(KD)^T\chi^0_R(KD)+O(K^3)$. If $k_{RH}=0$, by symmetry or because $m=N$, nothing screens and $U=K_{HH}$. Near an instability two cases differ. If an eigenvalue of $M$ goes to zero while $E^TME$ stays positive, $\chi_{HH}$ diverges but $g$, and with it $U$, stays finite. If the soft mode lies at fixed occupations, $E^TME$ becomes singular and $g$ diverges, yet $U$ again stays finite. As long as $M$ is positive definite, $U-(\chi^0_{HH})^{-1}=-\chi_{HH}^{-1}$ is positive definite, so $U$ lies between $(\chi^0_{HH})^{-1}$ and $K_{HH}$. The coupling of the mode must vanish. Let $z$ be the normalized eigenvector of $E^TME$ with eigenvalue $\mu\to0$. Because $D^T(\chi^0)^{-1}E=A_{HR}=0$, the coupling is $k_{HR}z=D^TMEz$, and the Cauchy-Schwarz inequality for the positive definite $M$ gives $(d_I^TMEz)^2\le(d_I^TMd_I)\,\mu$. The contribution $-(k_{HR}z)_I^2/\mu$ of the mode to $U_{II}$ is therefore bounded, but it need not vanish: a coupling proportional to $\sqrt\mu$ leaves a finite screening. When $Ez$ is an exact eigenvector, $MEz=\lambda Ez$, the coupling $\lambda D^TEz$ is linear in the eigenvalue and the contribution goes to zero. If $E^TME$ became singular with a finite coupling, $-\chi_{HH}^{-1}$ would first acquire a negative eigenvalue, so $M$ would already be indefinite and the state unstable.

## Any other split

For a general $q$ both terms of (1) need (19), once with $G=A$ and once with $G=A-k$. The blocks $A_{HH}$ cancel in the difference and

$$U=k_{HH}+(A-k)_{HR}(A-k)_{RR}^{-1}(A-k)_{RH}-A_{HR}A_{RR}^{-1}A_{RH}.\tag{21}$$

For $A_{HR}=0$ this is (20). Otherwise expand to first order in $k$, using $(A-k)_{RR}^{-1}=A_{RR}^{-1}+A_{RR}^{-1}k_{RR}A_{RR}^{-1}+\dots$ The zeroth-order terms cancel, and with $y=-A_{RR}^{-1}A_{RH}$,

$$U=k_{HH}+k_{HR}\,y+y^Tk_{RH}+y^Tk_{RR}\,y+O(k^2).$$

This is the kernel between the vectors $[1;y]$. By the line above (19), $y=c_{RH}c_{HH}^{-1}$, and $B^TD=[1;\,q^T\chi^0p(\chi^0_{HH})^{-1}]=[1;y]$, so these vectors are again the modes $D$. Using the form (20) in a basis with $c_{HR}\neq0$ drops the three terms containing $y$, an error of first order in the kernel. The constrained random-phase approximation divides $\chi^0$ in yet another way: it deletes the transitions inside a target space, which, when that space is spanned by whole Kohn-Sham orbitals, sets diagonal entries of $\chi^0$ in the pair basis to zero. The split (9) subtracts a rank-$m$ matrix, and it removes a single pair $\mu$ completely only when the unit vector of $\mu$ lies in the span of $p$.

## Nested sets

Rearranging (1) gives $\chi_{HH}^{-1}=(\chi^0_{HH})^{-1}-U$, a Dyson equation of the form (5) in $m$ dimensions, with negative definite $\chi^0_{HH}$, symmetric kernel $U$ and positive definite $-\chi_{HH}^{-1}$. A smaller set built from combinations of the listed projectors has $p'=pT$, with $T$ an $m\times m'$ matrix of full column rank. Its responses are $T^T\chi^0_{HH}T$ and $T^T\chi_{HH}T$. The derivation of Part I used only these properties of $\chi^0$, $K$ and $p$, so it applies with $\chi^0\to\chi^0_{HH}$, $K\to U$, $p\to T$:

$$U'=D_T^TUD_T+(\text{screening}),\qquad D_T=\chi^0_{HH}T\,(T^T\chi^0_{HH}T)^{-1},\tag{22}$$

with a negative semidefinite screening term from the $m-m'$ released occupations. Shrinking the list has two effects. The released occupations screen, and the mode changes from $d_I$ to a column of $DD_T$. The second effect has no fixed sign, so $U'_{11}\le U_{11}$ does not follow from (22).

For two equivalent sites, $\chi^0_{HH}$ has diagonal $a$ and off-diagonal $b$. Keeping site 1 means $T=(1,0)^T$ and $D_T=(1,r)^T$ with $r=b/a$. The remainder $\chi^0_{HH}-aD_TD_T^T$ has the single nonzero element $a-b^2/a$ in position 22, which by (19) equals $1/[(\chi^0_{HH})^{-1}]_{22}$. In (20), $E=(0,1)^T$, $k_{RH}=U_{12}+rU_{11}$ and $g^{-1}=[(\chi^0_{HH})^{-1}]_{22}-U_{22}=[\chi_{HH}^{-1}]_{22}$. Thus

$$U'=(1+r^2)U_{11}+2rU_{12}+\frac{(U_{12}+rU_{11})^2}{[\chi_{HH}^{-1}]_{22}}.\tag{23}$$

When $r\to-1$, all charge gained by one site is lost by the other in the bare response. The two-site matrix $\chi^0_{HH}$ becomes singular in the even channel, where its eigenvalue $a+b$ goes to zero, and $U_{11}$ and $U_{12}$ can each diverge through $U_{11}+U_{12}$. The first two terms of (23) equal $\tfrac12(1-r)^2(U_{11}-U_{12})+\tfrac12(1+r)^2(U_{11}+U_{12})$. With $1+r=(a+b)/a$, the even part vanishes when $U_{11}+U_{12}$ grows no faster than $1/(a+b)$, and the two terms then take the form $2(U_{11}-U_{12})$.

The same algebra handles spin. Take one spatial channel with bare responses $c_\uparrow,c_\downarrow$, diagonal in spin, a $2\times2$ kernel $u$, and $T=(1,1)^T$. Then $D_T=w=(c_\uparrow,c_\downarrow)^T/(c_\uparrow+c_\downarrow)$. The remainder has the $\uparrow\uparrow$ element $c_\uparrow-c_\uparrow^2/(c_\uparrow+c_\downarrow)=\kappa$, with $\kappa=c_\uparrow c_\downarrow/(c_\uparrow+c_\downarrow)$, the same $\downarrow\downarrow$ element, and off-diagonal elements $-\kappa$. It equals $\kappa ss^T$ with $s=(1,-1)^T$, the local moment. Therefore

$$u'=w^Tuw+\frac{(s^Tuw)^2}{\kappa^{-1}-s^Tus}.\tag{24}$$

In an unpolarized state $w=(\tfrac12,\tfrac12)^T$ and $u_{\uparrow\uparrow}=u_{\downarrow\downarrow}$, so $s^Tuw=0$ and the moment does not screen the charge.

## Worked example: triplet O$_2$

The calculation is spin-unrestricted LDA (Slater exchange, VWN5 correlation) in the def2-SVP basis of 28 functions, with the bond fixed at 1.21 Å. The projectors are built on the 2p members of a minimal atomic basis, projected into def2-SVP and Löwdin-orthogonalized in one step over the 1s, 2s and 2p members of both atoms. Orthogonalizing atom by atom defines different projectors, to which the values below do not apply. There are 171 majority (up) and 147 minority (down) pairs. The gaps are 10.675 eV and 7.180 eV, and the lowest eigenvalue of $M$ is 3.493 eV, so the stability assumption holds. Each atom has 2.583 up and 1.593 down electrons in its 2p projector. The values below belong to this functional, this small basis and these projectors, and they are not measurable quantities. Four decimals are kept only to let the arithmetic close. A finer integration grid changes the values by about $10^{-4}$ eV, but they are not converged in the basis: def2-TZVP lowers the one-site $U$ from 9.89 to 9.00 eV, the two-site elements from 10.79 and 5.15 to 9.96 and 4.84 eV, the like-spin elements from 8.88 and 7.75 to 7.86 and 7.34 eV, and the majority gap to 9.89 eV. Atom-by-atom orthogonalization in def2-SVP raises the one-site $U$ to 10.85 eV and the two-site elements to 13.05 and 6.88 eV. Apart from these comparisons, all figures are listed in the numerical output that follows or are obtained from it by the arithmetic shown.

The definition (1) was evaluated without $K$, from five-point finite differences of one-shot diagonalizations and of self-consistent runs, with step 0.0544 eV on each of the four site-spin projectors. Spin-summed responses are sums of these, as the nesting relations state.

**Two sites, by definition.** In 1/eV, $\chi^0_{HH}$ has elements $-0.184187$ and $0.168514$, and $\chi_{HH}$ has $-0.065259$ and $0.052717$. The inverses have elements $-33.3187$, $-30.4835$ eV and $-44.1062$, $-35.6299$ eV. Then $U_{11}=-33.3187+44.1062=10.7875$ eV and $U_{12}=-30.4835+35.6299=5.146$ eV, or 0.3964 and 0.1891 hartree. The large inverses come from the even channel $n_1+n_2$, where the bare eigenvalue is $-0.184187+0.168514=-0.015673$, against $-0.352701$ in the odd channel. The total 2p occupation is stiff, which brings the set closer to the singular case $r=-1$. An absolute error in a response eigenvalue enters $U$ divided by its square, so the even channel sets the accuracy demanded of the finite differences.

**Two sites, by the kernel.** The on-site $K_{HH}$ is $18.5342-3.7447=14.7895$ eV, Hartree plus xc, and the intersite element is $7.9630-2.1333=5.8297$ eV. These were tested against the one-shot route given after (18). The screening terms are $-4.0020$ and $-0.6833$ eV, from $\chi_R$ and equally from self-consistent runs with $n_1,n_2$ frozen by multipliers under the probe $Kd_1$. The sums are $14.7895-4.0020=10.7875$ eV and $5.8297-0.6833=5.146$ eV. Over the three sets the largest difference between $D^TWD$ and the finite-difference $U$ is $2.5\times10^{-7}$ eV. The eigenvalues of $K_{HH}-U$ are $4.0020\mp0.6833$, that is 3.3187 eV (odd) and 4.6853 eV (even), both positive. On site, screening removes $4.0020/14.7895$, or 27%, of $K_{HH}$.

The Hartree part, 18.53 eV, lies below the average on-site 2p Coulomb integral of 21.48 eV before any screening acts. The two numbers refer to different densities: $d_1$ is neutral and an orbital density is not. That the compensating hole accounts for most of the difference is a conjecture, since the shape of $d_1$ was not analysed.

**Shortcuts.** Stopping (16) at second order replaces $\chi_R$ by $\chi^0_R$. The bare frozen-occupation term is $-6.1255$ eV, confirmed by constrained one-shot differences, and gives $14.7895-6.1255=8.664$ eV, too low by 2.12 eV or 20% of $U_{11}$. Using the form (20) with $q$ orthogonal to $p$ in the plain Euclidean sense gives 13.549 and 7.112 eV, too high by 26% of $U_{11}$ and 38% of $U_{12}$. In the same basis the complete expression (21) returns 10.7875 and 5.1465 eV.

**One site.** By definition $U'=-1/0.184187+1/0.065259=-5.4293+15.3236=9.8943$ eV, or 0.3636 hartree. In (23), $r=-0.168514/0.184187=-0.91491$ and $r^2=0.83706$. The first two terms are $1.83706\times10.7875-1.82982\times5.1465=19.817-9.417=10.400$ eV. The coupling is $5.1465-0.91491\times10.7875=-4.723$ eV, and the screening by the released $n_2$ is $-(4.723)^2/44.1062=-0.506$ eV. The total is 9.894 eV. Of the drop of 0.89 eV from $U_{11}$, 0.39 eV comes from the change of mode and 0.51 eV from new screening. The unscreened kernel moves the other way: $K_{HH}$ rises from 14.79 eV to 16.50 eV, because it is now evaluated on $d_1+rd_2$, which is close to a full transfer of charge between the atoms. The single-site number describes that transfer, as $(1,r)=0.957(1,-1)+0.043(1,1)$ shows.

**Spin resolved.** The on-site elements are $U_{\uparrow\uparrow}=8.8753$, $U_{\uparrow\downarrow}=13.8405$ and $U_{\downarrow\downarrow}=7.7538$ eV, and the intersite ones 3.2861, 6.9478 and 2.3521 eV. Releasing the moments changes the two-site values very little in spite of the strong polarization: from 10.8173 and 5.1229 eV by $-0.0298$ and $+0.0236$ eV. The positive intersite change is allowed, since the eigenvalues $-0.0298\pm0.0236$ are both negative. Equation (24) explains the size. In the odd channel $c_\uparrow=-0.023136-0.015446=-0.038582$ and $c_\downarrow=-0.161051-0.153068=-0.314119$ in 1/eV, so $w=(0.1094,0.8906)$ and $\kappa^{-1}=-29.10$ eV. The kernel is on-site minus intersite: $u_{\uparrow\uparrow}=5.5892$, $u_{\uparrow\downarrow}=6.8927$, $u_{\downarrow\downarrow}=5.4017$ eV. Then $w^Tuw=5.694$ eV, matching $10.8173-5.1229$. The components of $uw$ are 6.750 and 5.565 eV, so $s^Tuw=1.185$ eV, while $s^Tus=5.5892+5.4017-2\times6.8927=-2.79$ eV. The screening is $(1.185)^2/(-29.10+2.79)=-0.053$ eV, matching $-0.0298-0.0236$. It is small because the part of $u$ common to all its elements cancels in $s^Tuw$, leaving 1.185 eV against elements near 6 eV. The stiffness of the majority channel works in both directions: it makes $|\kappa^{-1}|$ large, but it also makes $w$ lopsided, which creates most of the coupling. With $u$ kept and $c_\uparrow$ set equal to $c_\downarrow$, $w=(\tfrac12,\tfrac12)^T$, $s^Tuw=(5.5892-5.4017)/2=0.094$ eV and $\kappa^{-1}=2/c_\downarrow=-6.37$ eV, so the screening would be smaller still, $(0.094)^2/(-6.37+2.79)=-0.0025$ eV. The spin-summed $U$ is weighted by $w$, and in this channel 89% of the mode is minority spin.

The energy statement (7) rests on $d^2E/d\alpha^2=\chi_{HH}$. Second differences of the total energy give $-0.022847$ and $-0.074427$ 1/eV for the up and down projectors of atom 1, equal to the diagonal elements of the spin-resolved $\chi_{HH}$.

## Choosing the list

By (18), the list fixes both the modes and the screening. A correction that contains on-site and intersite terms for both atoms acts on $n_1$ and $n_2$ explicitly, and the two-site matrix is the interaction from which the response of both has been removed. The single-site value has the response of $n_2$ folded in through (23). Using it in a correction that also acts on $n_2$ combines a parameter defined with $n_2$ free and a functional that treats $n_2$ as a Hubbard variable. The diagonal element $U_{11}$ used without $U_{12}$ misstates the odd channel, whose eigenvalue is $10.7875-5.1465=5.641$ eV. The derivation identifies what each number is. It does not show which corrected functional is closer to experiment.

The result is limited to static linear response of the mean-field state, with fixed projectors. Fractional occupations add intraband terms and a Fermi-level shift to $\chi^0$, which were not derived here. Projectors that move with $\alpha$ add terms to $\delta n$ outside $p^T\rho$. Noncollinear and complex rotations are absent from the pair space, so the stability verified for O$_2$ refers to real collinear rotations.

## Computed values

```
bond length: 1.21 angstrom
basis functions 28, pairs up 171, down 147, grid points 12848
finite-difference step: 0.0544 eV
total energy: -4058.443 eV
KS gaps up, down: 10.675 7.180 eV
lowest eigenvalue of -inv(chi0)+K: 3.493 eV
n 1up 1dn 2up 2dn: 2.5834 1.5929 2.5834 1.5929 electrons
average on-site 2p Coulomb integral: 21.480 eV
set {n1,n2}, elements 11 and 12
chi0_HH: -0.184187 0.168514 1/eV
chi_HH: -0.065259 0.052717 1/eV
inv chi0_HH: -33.3187 -30.4835 eV
inv chi_HH: -44.1062 -35.6299 eV
K_HH Hartree part: 18.5342 7.9630 eV
K_HH xc part: -3.7447 -2.1333 eV
K_HH: 14.7895 5.8297 eV
bare frozen-n response, formula: -6.1255 -0.4114 eV
bare frozen-n response, finite diff: -6.1255 -0.4114 eV
screening term, formula: -4.0020 -0.6833 eV
screening term, frozen-n SCF: -4.0020 -0.6833 eV
U = D^T W D: 10.7875 5.1465 eV
U finite difference: 10.7875 5.1465 eV
U = D^T W D: 0.396433 0.189129 hartree
eigenvalues of K_HH - U: 3.3187 4.6853 eV
naive Euclidean split: 13.5490 7.1118 eV
Euclidean split with all terms: 10.7875 5.1465 eV
U before spin-moment screening: 10.8173 5.1229 eV
spin-moment screening: -0.0298 0.0236 eV
set {n1}
K_HH: 16.5017 eV
U formula, finite diff, nested: 9.8943 9.8943 9.8943 eV
U formula: 0.363610 hartree
two-site U on d_1 before n2 screens: 10.4001 eV
set {1up,1dn,2up,2dn}, first two rows
chi0 row 1: -0.023136 0.000000 0.015446 0.000000 1/eV
chi row 1: -0.022847 0.016007 0.015653 -0.014903 1/eV
K_HH row 1: 12.8436 17.6493 3.8182 7.6200 eV
U formula row 1: 8.8753 13.8405 3.2861 6.9478 eV
U finite diff row 1: 8.8753 13.8405 3.2861 6.9478 eV
chi0 row 2: 0.000000 -0.161051 0.000000 0.153068 1/eV
chi row 2: 0.016007 -0.074427 -0.014903 0.066870 1/eV
K_HH row 2: 17.6493 12.0143 7.6200 3.3182 eV
U formula row 2: 13.8405 7.7538 6.9478 2.3521 eV
U finite diff row 2: 13.8405 7.7538 6.9478 2.3521 eV
d2E/dalpha2 1up 1dn: -0.022847 -0.074427 1/eV
largest |U formula - U finite diff|: 2.5e-07 eV
```
